# The energy scale of single-flux-quantum switching and the Landauer bound

An energy budget for a superconducting link at 4.2 K soon meets a decision: should the designer reduce the critical current of the junctions, or leave them alone and work on the bias supply and the refrigerator? The answer depends on how much heat one switching event releases, and on what sets that amount. A junction with a critical current of 0.1 mA has a switching scale of about $2\times10^{-19}$ J. This is some five thousand times the least heat needed to erase a bit at that temperature, which seems to invite a large reduction. Whether the invitation can be accepted depends on what the two energies mean.

## The estimate on an envelope

A Josephson junction is a weak link between two superconductors. It carries a current without voltage up to the critical current $I_c$. In single-flux-quantum logic, a bit travels as a short voltage pulse, during which the phase difference $\phi$ across a junction advances by $2\pi$.

The charge carriers are pairs of charge $2e$. A voltage $V$ shifts the pair energies on the two sides by $2eV$ relative to each other, so the phase difference turns at the rate $2eV/\hbar$:

$$V=\frac{\hbar}{2e}\frac{d\phi}{dt}=\frac{\Phi_0}{2\pi}\frac{d\phi}{dt},\qquad \Phi_0=\frac{h}{2e}.$$

Integrating over an advance of $2\pi$ gives

$$\int V\,dt=\frac{\Phi_0}{2\pi}\,2\pi=\Phi_0 .$$

The area of the pulse is therefore fixed, whatever its shape. Its value is $2.068\times10^{-15}$ Wb, or 2.068 mV ps: a pulse of about a millivolt lasts about two picoseconds.

While the voltage is present, a current of order $I_c$ flows through it. The energy delivered is current times voltage times duration:

$$E\sim I_c\int V\,dt=I_c\Phi_0=(10^{-4}\ \mathrm{A})(2.068\times10^{-15}\ \mathrm{Wb})=2.07\times10^{-19}\ \mathrm{J},$$

or 1.29 eV. At $T=4.2$ K the thermal energy is $kT=5.80\times10^{-23}$ J, and the Landauer bound is $kT\ln2=4.02\times10^{-23}$ J. The ratio is

$$\frac{I_c\Phi_0}{kT\ln2}=\frac{2.068\times10^{-19}}{4.019\times10^{-23}}\approx5100 .$$

The estimate leaves three questions open. Which current belongs in the product? Does all of the energy become heat? And does the bound apply to this process at all?

## A line of junctions

Take a long row of identical junctions, numbered by $n$ and joined by inductors $L$. This is a Josephson transmission line, an active interconnect for such pulses. Each junction has a capacitance $C$ and a shunt resistance $R$, and receives a constant bias current $I_b<I_c$. The junction current is $I_c\sin\phi_n$, the inductors are lossless, and noise is left out for now. SI units are used throughout.

Write $\varphi_0=\Phi_0/2\pi$ for the reduced flux quantum, so that $V_n=\varphi_0\dot\phi_n$. The flux in the inductor between junctions $n-1$ and $n$ is the time integral of the voltage difference across it. With no current in the inductors at rest, the current arriving at $n$ from the left is $(\varphi_0/L)(\phi_{n-1}-\phi_n)$. The current arriving from the right is $(\varphi_0/L)(\phi_{n+1}-\phi_n)$. Current conservation at junction $n$ then reads

$$C\dot V_n+\frac{V_n}{R}+I_c\sin\phi_n=I_b+\frac{\varphi_0}{L}\left(\phi_{n+1}-2\phi_n+\phi_{n-1}\right).$$

At rest all phases are equal and constant, which leaves $\sin\phi=I_b/I_c$. A pulse takes each junction from this rest phase $\phi_i$ to $\phi_f=\phi_i+2\pi$, which is physically the same state.

To obtain energies, multiply the equation by $V_n$ and integrate over the whole pulse. The terms are as follows.

- The capacitor gives $\int CV_n\dot V_n\,dt=\left[\tfrac12CV_n^2\right]=0$, since the voltage vanishes before and after.
- The Josephson current gives $I_c\varphi_0\int\sin\phi_n\,\dot\phi_n\,dt=-I_c\varphi_0\left[\cos\phi_n\right]=0$, since the cosine returns to its value after $2\pi$.
- The bias gives $I_b\int V_n\,dt=I_b\Phi_0$.

What remains is

$$\int\frac{V_n^2}{R}\,dt=I_b\Phi_0+W_n,$$

$$W_n=\frac{\varphi_0^2}{L}\int\dot\phi_n\left(\phi_{n+1}+\phi_{n-1}-2\phi_n\right)dt .$$

The left side is the heat in the shunt. $W_n$ is the net work that the neighbours do on the junction through the inductors.

## Why the neighbours contribute nothing

Suppose the pulse moves steadily, so that each junction repeats the motion of the one before it after a delay $\tau$. With $\phi_n(t)=\phi(t)$, this means $\phi_{n+1}(t)=\phi(t-\tau)$ and $\phi_{n-1}(t)=\phi(t+\tau)$. The integral in $W_n$ has three parts:

$$\int\dot\phi(t)\,\phi(t-\tau)\,dt+\int\dot\phi(t)\,\phi(t+\tau)\,dt-2\int\dot\phi(t)\,\phi(t)\,dt .$$

In the second part, put $t=s-\tau$. It becomes $\int\dot\phi(s-\tau)\phi(s)\,ds$. The limits have moved by $\tau$, but they lie far from the pulse, where $\dot\phi$ vanishes, so they may be moved back. The first two parts now combine by the product rule:

$$\int\left[\dot\phi(t)\phi(t-\tau)+\phi(t)\dot\phi(t-\tau)\right]dt=\left[\phi(t)\phi(t-\tau)\right]=\phi_f^2-\phi_i^2 .$$

The third part is $-\left[\phi^2\right]=-(\phi_f^2-\phi_i^2)$. The sum is zero, so $W_n=0$ and

$$\boxed{\int\frac{V_n^2}{R}\,dt=I_b\Phi_0}$$

A junction receives energy from the neighbour that switches a little earlier and passes the same amount on to the next. The heat per junction is the work of its own bias source, and $R$, $C$ and $L$ have dropped out. They shape the pulse and set its speed, but not the heat, as long as the pulse propagates at all. In the line worked out below, a flux quantum placed at rest stays pinned if $L$ is raised to 80 pH or the bias is lowered to $0.03\,I_c$.

The resistor need not even be linear. If $V/R$ is replaced by any dissipative current $I_d(V)$, the same steps give $\int V I_d\,dt=I_b\Phi_0$.

This answers the first two questions. The current in the product is $I_b$, and all the work of the bias becomes heat. Since a rest state requires $I_b<I_c$, the quantity $I_c\Phi_0$ is a ceiling for steady pulses in this model, and it gives the right scale whenever the bias is a sizeable fraction of $I_c$.

## A worked line

Take $I_c=0.1$ mA, $I_b=0.07$ mA, $C=70$ fF and $L=5$ pH. The shunt is chosen so that the damping parameter $I_cR^2C/\varphi_0$ equals one, which gives $R=6.86\ \Omega$. The predicted heat is

$$I_b\Phi_0=(7.0\times10^{-5}\ \mathrm{A})(2.068\times10^{-15}\ \mathrm{Wb})=1.45\times10^{-19}\ \mathrm{J},$$

about 3600 times $kT\ln2$.

The derivation assumes steady motion, and a numerical solution can show whether the line settles into it. The full nonlinear equations were integrated for 24 junctions. One flux quantum was forced in at the left end, and it left through the right end, where an extra load resistor added damping. The heat in junction 13 was found from the computed voltage as $\int V^2/R\,dt$. Each variation below changes one quantity and holds the others fixed.

| Line | Heat ($10^{-19}$ J) | $I_b\Phi_0$ ($10^{-19}$ J) |
|---|---|---|
| reference | 1.4475 | 1.4475 |
| $I_b=0.5\,I_c$ | 1.0339 | 1.0339 |
| $R$ divided by 1.5 | 1.4475 | 1.4475 |
| $L$ doubled | 1.4475 | 1.4475 |

The heat follows the bias and ignores the shunt and the inductance. In the reference line the pulse peaks at 0.83 mV and needs 1.26 ps per junction.

The first junction behaves differently: it releases $1.79\times10^{-19}$ J. It too starts and ends at rest, so the energy balance with $W_n$ still holds and gives

$$W_1=(1.794-1.447)\times10^{-19}\ \mathrm{J}\approx0.35\times10^{-19}\ \mathrm{J}.$$

This extra work comes from the source that forces the phase at the end of the line, here as $\pi[1+\tanh(t/t_r)]$ with $t_r=1$ ps. Its size and sign depend on the ramp: with $t_r=3$ ps the first junction releases only $1.02\times10^{-19}$ J, so $W_1$ is negative, and with $t_r=0.3$ ps it releases $2.66\times10^{-19}$ J, more than $I_c\Phi_0$. The boxed result belongs to steady propagation and should not be applied unchanged to junctions at drivers, splitters or gates.

## What the Landauer bound says

Consider a memory bit that is equally likely to hold 0 or 1, with two states that are otherwise alike. Its entropy is $k\ln2$. After erasure to a known state the entropy is zero. The second law requires the surroundings to gain at least as much entropy as the bit has lost. If they receive heat $Q$ at temperature $T$,

$$\frac{Q}{T}\ge k\ln2\quad\Longrightarrow\quad Q\ge kT\ln2 .$$

The bound can be approached. Let the two states be levels of equal energy in contact with the surroundings, and slowly raise one of them by an energy $\epsilon$. Its occupation is $p=1/(1+e^{\epsilon/kT})$, and raising it by $d\epsilon$ costs work $p\,d\epsilon$. With $x=\epsilon/kT$,

$$W=kT\int_0^\infty\frac{e^{-x}}{1+e^{-x}}\,dx=kT\left[-\ln(1+e^{-x})\right]_0^\infty=kT\ln2 .$$

The raised level ends up empty, and can be brought back down quickly without any exchange of energy. The internal energy is the same at the start and the end, so all the work has become heat. Haste costs more: raising the level to $20\,kT$ in sudden steps of $2\,kT$, with time to equilibrate after each, takes $1.28\,kT$ instead of $0.69\,kT$.

A pulse that runs along a line erases nothing. The information that was at one end is later at the other, so the Landauer argument sets no minimum for this process. The factor of five thousand compares two energies, and it is not an efficiency.

For a given shunt, however, the heat limits how short a pulse can be. Suppose a pulse, including its tails, is confined to a duration $t_p$. The mean of $V^2$ over this time is at least the square of the mean of $V$, so

$$\int V^2\,dt\ge\frac{1}{t_p}\left(\int V\,dt\right)^2=\frac{\Phi_0^2}{t_p}.$$

Dividing by $R$ and using the boxed result gives

$$I_b\Phi_0\ge\frac{\Phi_0^2}{R\,t_p}\quad\Longrightarrow\quad t_p\ge\frac{\Phi_0}{I_bR}.$$

For the worked line, $t_p\ge2.068\ \mathrm{mV\,ps}/(0.070\ \mathrm{mA}\times6.86\ \Omega)\approx4.3$ ps. The width at half height can be smaller than this, since $t_p$ covers the whole pulse. At fixed $R$, a smaller bias means less heat and a longer minimum duration. The heat falls towards zero with the bias as long as the pulse still moves steadily, which this derivation assumes and does not guarantee at small bias.

## What limits a reduction of the critical current

Noise was left out above, and it limits how far $I_c$ can be lowered. For a single junction under bias, the Josephson energy and the work of the bias combine into a tilted washboard,

$$U(\phi)=-E_J(\cos\phi+i\phi),\qquad E_J=\frac{I_c\Phi_0}{2\pi},\quad i=\frac{I_b}{I_c}.$$

The condition $U'=0$ gives $\sin\phi=i$. The minimum lies at $\phi_i=\arcsin i$ and the next maximum at $\pi-\phi_i$. Their difference in height is

$$\Delta U=E_J\left[\cos\phi_i-\cos(\pi-\phi_i)+i\phi_i-i(\pi-\phi_i)\right]=E_J\left[2\cos\phi_i-i(\pi-2\phi_i)\right].$$

With $\cos\phi_i=\sqrt{1-i^2}$ and $\pi/2-\phi_i=\arccos i$,

$$\Delta U=2E_J\left[\sqrt{1-i^2}-i\arccos i\right].$$

Without bias the barrier is $2E_J=I_c\Phi_0/\pi$, and it vanishes as $I_b$ approaches $I_c$. Here $E_J=3.29\times10^{-20}$ J, or $568\,kT$. At $i=0.7$ the bracket is $0.714-0.557=0.157$, so $\Delta U=1.04\times10^{-20}$ J, or $179\,kT$.

In a line at rest, the neighbours cannot lower this barrier. Every phase below $\pi-\phi_i$ has $U\ge U(\phi_i)$, because the washboard rises towards smaller phases, and the energy of an inductor is never negative. When the first junction reaches its maximum, the line therefore holds at least $\Delta U$ more than at rest.

The rate of unwanted slips can be estimated as an attempt frequency times a Boltzmann factor. Near the minimum, the equation of motion without damping is $C\varphi_0^2\ddot\phi=-U'(\phi)$, with $U''=E_J\sqrt{1-i^2}$. Hence

$$\omega^2=\frac{E_J\sqrt{1-i^2}}{C\varphi_0^2}=\frac{I_c\sqrt{1-i^2}}{C\varphi_0},$$

and $\omega/2\pi=280$ GHz. The rate $(\omega/2\pi)e^{-\Delta U/kT}$ is about $10^{-66}$ per second, which is negligible for any circuit.

Now reduce $I_c$ tenfold at the same temperature, bias fraction and current density. The junction area and $C$ shrink with $I_c$, so $\omega$ stays the same, and $R$ is raised tenfold so that the damping parameter remains one. The ratio $I_c\Phi_0/(kT\ln2)$ falls to about 500, and the barrier to about $18\,kT$. The estimated rate becomes

$$(2.8\times10^{11}\ \mathrm{s^{-1}})\,e^{-17.9}\approx5\times10^{3}\ \mathrm{s^{-1}}$$

per isolated junction, which is useless for logic. The prefactor neglects damping: if $R$ were left at $6.86\ \Omega$, the junction would be overdamped and the rate would be about $4\times10^{2}\ \mathrm{s^{-1}}$, which is still far too high. At this bias fraction, a junction that is only weakly coupled to others therefore needs a ratio above 500. The limit depends strongly on the bias: at $i=0.5$ the same small junction would have a barrier of $39\,kT$ and, by the same rough estimate, slip once in a few days. At $i=0.7$ some reduction from 0.1 mA is possible by this criterion alone, but a factor of ten is too much for a weakly coupled junction. Inside a line the inductors resist the slip of one junction alone, and this raises the barrier a great deal. With $I_c$ reduced and $L$ raised tenfold, the saddle point of the energy of the whole line lies about $60\,kT$ above the rest state at an open end and about $120\,kT$ above it in the interior. By this criterion the uniform line itself would survive the reduction. Noise also shifts the arrival times of pulses and disturbs the decisions of gates, and these effects, not estimated here, may set a stricter limit.

Tunnelling through the barrier could add to the slips. Near its top the barrier is an inverted parabola, and the semiclassical probability of passing at an energy $\delta$ below the top is $e^{-2\pi\delta/\hbar\omega}$. Being thermally excited only to that lower energy is more likely by $e^{\delta/kT}$. Tunnelling gains over passage across the top if $1/kT>2\pi/\hbar\omega$, that is, below

$$T_\times=\frac{\hbar\omega}{2\pi k}\approx2.1\ \mathrm{K}.$$

This neglects damping. The standard result for a resistive shunt, quoted here without derivation, replaces $\omega$ by the rate at which a small displacement from the barrier top grows, and gives 1.2 K. Both values lie below 4.2 K, so tunnelling has not yet replaced thermal passage over the barrier there. Quantum effects can still raise the slip rate moderately, which the estimates above leave out.

## Beside a real circuit

The chosen values are rough typical ones for niobium junctions with an aluminium-oxide barrier: an area of 1 µm² at 10 kA/cm², cooled by liquid helium. The peak voltage of 0.83 mV lies well below the gap voltage of roughly 2.8 mV, above which the current of unpaired electrons rises steeply. One assumption that does not hold in a resistively biased circuit is the ideal current source. There the bias comes from a voltage supply through a resistor, and with a supply of 2.5 mV this resistor is $R_b=2.5\ \mathrm{mV}/0.070\ \mathrm{mA}=35.7\ \Omega$. It draws power even when no pulse passes:

$$P_{\rm idle}=(0.070\ \mathrm{mA})(2.5\ \mathrm{mV})=175\ \mathrm{nW}.$$

With one pulse per period of a 20 GHz clock, an ideal current source would deliver only $I_b\Phi_0f=2.9$ nW. The idle power is 60 times larger. During a pulse the bias current drops by $V/R_b$, so $R_b$ acts as an additional shunt. If $R$ denotes the parallel combination, the line equation still holds, and so does $\int V^2/R\,dt=I_b\Phi_0$. This integral is no longer the heat in the physical shunt, however, which receives only the fraction $1-R/R_b=0.81$ of it.

The supply also delivers less while a pulse passes. At a supply voltage $V_s$ its work falls by $V_s\Phi_0/R_b=I_b\Phi_0$ per pulse, because $I_b=V_s/R_b$. The total power therefore drops slightly when pulses run, from 175 to 172 nW at 20 GHz. The heat in the shunt is paid for by power that the bias resistor would otherwise have consumed.

The refrigerator comes next. An ideal one that removes heat $E$ at $T$ and rejects heat $Q_h$ at $T_h=300$ K leaves the entropy unchanged, so $Q_h/T_h=E/T$. Its work is

$$Q_h-E=E\left(\frac{T_h}{T}-1\right)=70.4\,E .$$

Together with the original energy, $I_c\Phi_0$ becomes $I_c\Phi_0\,T_h/T=1.48\times10^{-17}$ J at room temperature. The Landauer bound grows by the same factor $T_h/T$, so the ratio remains 5100: ideal cooling neither helps nor harms in this comparison. A practical plant is worse. Large helium plants need roughly 400 W per watt and small cryocoolers thousands. At 400 W per watt, the total is $8.3\times10^{-17}$ J.

For the designer's decision, the order of sizes is now clear under these conditions. Removing the static drop in the bias resistors could save up to about 60 times the pulse heat at 20 GHz, and more at a lower pulse rate, since the idle power does not depend on it. Reducing $I_c$ at a fixed bias fraction and supply voltage lowers the idle and pulse powers in proportion, but at a factor of ten a weakly coupled junction would already slip thermally hundreds to thousands of times per second. A junction inside a uniform line is far better protected, so the real limit is set by the least protected junctions and by the noise effects not estimated here. The remaining numbers for this line are listed in the numerical output below.

## Calculated quantities

```
Critical current Ic: 0.10 mA; bias Ib: 0.070 mA
Junction area: 1.0 um2
Current density: 10.0 kA/cm2
Capacitance C: 70 fF; inductance L: 5.0 pH
Shunt R: 6.86 ohm; Ic R: 0.686 mV
Temperature: 4.2 K; room: 300 K
Flux quantum Phi0: 2.0678e-15 Wb = 2.068 mV ps
Energy scale Ic Phi0: 2.068e-19 J = 1.291 eV
Bias work Ib Phi0: 1.447e-19 J
Thermal energy kT: 5.799e-23 J
Landauer bound kT ln2: 4.019e-23 J
Ratio Ic Phi0/(kT ln2): 5145
Ratio Ib Phi0/(kT ln2): 3601
Slow erasure work: 0.6931 kT
Erasure in sudden steps of 2 kT: 1.2801 kT
Simulated line, junction 13 of 24:
  reference line: heat 1.4475e-19 J, Ib Phi0 1.4475e-19 J
  bias 0.5 Ic: heat 1.0339e-19 J, Ib Phi0 1.0339e-19 J
  shunt R/1.5: heat 1.4475e-19 J, Ib Phi0 1.4475e-19 J
  inductance 2L: heat 1.4475e-19 J, Ib Phi0 1.4475e-19 J
Reference pulse area: 1.00000 Phi0
Reference peak voltage: 0.829 mV
Reference delay per junction: 1.262 ps
Heat in first junction (not steady): 1.794e-19 J
Josephson energy EJ: 3.291e-20 J; EJ/kT: 568
Slip barrier at bias: 1.036e-20 J = 178.6 kT
Small-oscillation frequency at bias: 280 GHz
log10 of thermal slip rate in 1/s: -66.1
Tunnelling crossover temperature: 1.22 K
Rough gap voltage: 2.8 mV
Bias supply: 2.5 mV; clock: 20 GHz
Bias resistor: 35.7 ohm
Idle power: 175.0 nW; pulse power: 2.89 nW
Idle power / pulse power: 60.4
Ideal cooling work: 70.4 W per W
Ic Phi0 with ideal cooling: 1.477e-17 J
Its ratio to kT ln2 at room temperature: 5145
Rough practical cooling: 400 W per W
Ic Phi0 with it: 8.29e-17 J
```
